# Pseudo-Hydrogen Charges from Electron Counting and Their LDA Atoms

## Problem

A cluster or slab cut from a tetrahedral compound has broken bonds at its surface. Each is to be saturated by one pseudo-hydrogen: a nucleus of charge $Z$, not necessarily an integer, that brings $Z$ electrons and is therefore neutral.

1. Which $Z$ must be used on the cation and on the anion of a III-V compound, and which in a II-VI compound?
2. What are the 1s orbital energy, total energy and mean radius of these atoms in the local density approximation (LDA)?

**Conventions for the count.** A host atom has $m$ valence electrons and four two-centre bonds. Filled d shells belong to the core. The cation and anion have $m_c+m_a=8$: 3 and 5 in III-V, 2 and 6 in II-VI.

**Conventions for the atoms.** They are spherical, non-relativistic and spin-unpolarized, with $f=Z$ electrons in the 1s orbital. A fractional occupation defines a reference atom; no isolated atom in nature has it. Algebra is in Hartree atomic units, where 1 hartree is 27.2114 eV and 1 bohr is 0.529177 Å.

## The charges

A host atom divides its $m$ electrons equally among four bonds, giving $m/4$ to each. This is bookkeeping and says nothing about where the electron density lies. A filled bonding orbital holds two electrons, so the pseudo-hydrogen must supply the rest:

$$\frac m4+Z=2,\qquad Z=2-\frac m4 .$$

| compound | cation side | anion side |
|---|---|---|
| III-V | $2-3/4=1.25$ | $2-5/4=0.75$ |
| II-VI | $2-2/4=1.5$ | $2-6/4=0.5$ |

The equal division is not the sole support for these values. Let a cluster have $N_c$ cations, $N_a$ anions, $B$ host bonds, and $D_c$ and $D_a$ broken bonds on cations and anions. Each host bond joins one cation to one anion, so

$$4N_c=B+D_c,\qquad 4N_a=B+D_a .$$

The number of electrons, including those of the pseudo-hydrogens, is

$$\begin{aligned}
N_{\rm el}&=m_cN_c+m_aN_a+Z_cD_c+Z_aD_a\\
&=\frac{m_c+m_a}{4}B+\left(\frac{m_c}{4}+Z_c\right)D_c+\left(\frac{m_a}{4}+Z_a\right)D_a .
\end{aligned}$$

The first term is $2B$. Two electrons in each of the $B+D_c+D_a$ bonds therefore require

$$D_c\left(\frac{m_c}{4}+Z_c-2\right)+D_a\left(\frac{m_a}{4}+Z_a-2\right)=0 .$$

A single cation has $D_c=4$, $D_a=0$, which forces the first bracket to vanish. A single anion forces the second to vanish. With both brackets zero, the condition holds for every cluster. One charge per species is thus fixed uniquely by the demand that all clusters close their count.

Ordinary hydrogen in a III-V cluster leaves a deficit

$$2(B+D_c+D_a)-N_{\rm el}=\frac{D_c-D_a}{4}=N_c-N_a .$$

This vanishes when $N_c=N_a$, yet the separate bonds are still wrong. The cores contribute $3/4+1=7/4$ positive charges to a cation-side bond and $9/4$ to an anion-side bond. If each holds two electrons, their net charges are $-1/4$ and $+1/4$. A correct total does not ensure local neutrality.

### Does the count leave a clean gap?

Counting electrons is useful if there is one low level per bond. A model with four sp³ hybrids per atom and illustrative parameters gives a sufficient condition for this. Let two orbitals in a bond have energies $a$ and $b$ and coupling $-V$. Their $2\times2$ matrix has levels

$$\frac{a+b}{2}\pm\sqrt{\left(\frac{a-b}{2}\right)^2+V^2}.$$

Take $a=1$ eV for cation hybrids, $-1$ eV for anion hybrids, 0 for hydrogen, and $V=4$ eV. The highest bonding level is that of the cation-hydrogen bond, $0.5-\sqrt{16.25}=-3.531$ eV. The lowest antibonding level is that of the anion-hydrogen bond, $+3.531$ eV.

Hybrids on the same atom are also coupled, by $-V_1$ with $V_1=1$ eV. This $4\times4$ coupling matrix has eigenvalue $-3V_1$ for the equal combination and $+V_1$ for the three combinations whose coefficients sum to zero. By Weyl's inequalities, adding a matrix shifts each ordered level by an amount between the lowest and highest eigenvalues of that matrix. Hence bonding levels stay below $-3.531+1=-2.531$ eV and antibonding levels above $3.531-3=0.531$ eV. The two groups cannot mix in order, and there is one level below the gap per bond. The bound needs $4V_1<2\times3.531$ eV, that is $V_1<1.77$ eV for these $a$, $b$ and $V$. For larger $V_1$, such as the 2 eV or more of a group-V anion, a gap may still be open but this argument no longer proves it, and the model says nothing about compounds whose bulk gap is closed or inverted.

A cluster of 13 cations and 4 anions has 16 host bonds and 36 broken ones, all on cations. Its 52 levels below the gap take 104 electrons, and the III-V count gives

$$13\times3+4\times5+36\times1.25=104 .$$

Ordinary hydrogen gives 95 and leaves nine holes, in agreement with $13-4$. The computed gap runs from $-3.12$ to $2.11$ eV, inside which 36 levels appear if the hydrogens are removed.

The rule fails when its bonds do not exist: at reconstructed surfaces with dimers or lone pairs, or for open d shells that take part in bonding. In a sixfold-coordinated compound with eight valence electrons per pair, the equal shares give $8/6$ electrons per bond instead of two, so the argument cannot be carried over.

## First estimate by scaling

The LDA energy contains kinetic energy $T$, nuclear attraction $E_{ne}$, Hartree energy $E_H$ and exchange-correlation energy $E_{xc}$. For a first estimate, correlation is omitted. The exchange energy per electron at density $n$ is $e_x=-\frac34(3n/\pi)^{1/3}$.

Write the orbital as $u(r)/(r\sqrt{4\pi})$ with $\int_0^\infty u^2dr=1$, and choose

$$u=2\zeta^{3/2}re^{-\zeta r},\qquad n=\frac{f\zeta^3}{\pi}e^{-2\zeta r}.$$

Changing $\zeta$ rescales all lengths by $1/\zeta$. Kinetic energy then scales as $\zeta^2$, while attraction, Hartree and exchange energies scale as $\zeta$. Their dependence on $f$ is respectively $f$, $f$, $f^2$ and $f^{4/3}$. The coefficients follow from $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$.

**Kinetic energy.** Integration by parts, with $u=0$ at both ends, gives

$$\frac12\int u'^2dr=2\zeta^3\int(1-\zeta r)^2e^{-2\zeta r}dr
=2\zeta^3\left(\frac1{2\zeta}-\frac1{2\zeta}+\frac1{4\zeta}\right)=\frac{\zeta^2}{2}.$$

**Attraction.** Since $\int u^2/r\,dr=4\zeta^3/(2\zeta)^2=\zeta$, this energy is $-Zf\zeta$.

**Hartree energy.** The electron number within radius $r$ is

$$q(r)=f\left[1-(1+2\zeta r+2\zeta^2r^2)e^{-2\zeta r}\right].$$

Each shell feels the charge inside it as if at the centre. Adding shells outward counts every pair once:

$$\begin{aligned}
E_H&=\int_0^\infty fu^2\frac{q}{r}\,dr\\
&=f^2\left[\zeta-4\zeta^3\int_0^\infty r(1+2\zeta r+2\zeta^2r^2)e^{-4\zeta r}dr\right]\\
&=f^2\zeta\left[1-4\left(\frac1{16}+\frac1{16}+\frac3{64}\right)\right]=\frac5{16}f^2\zeta .
\end{aligned}$$

**Exchange.** The required integral is

$$\int n^{4/3}d^3r=\left(\frac{f\zeta^3}{\pi}\right)^{4/3}4\pi\frac{2}{(8\zeta/3)^3}
=\frac{27}{64}\pi^{-1/3}f^{4/3}\zeta .$$

Thus $E_x=-Kf^{4/3}\zeta$, where

$$K=\frac34\left(\frac3\pi\right)^{1/3}\frac{27}{64}\pi^{-1/3}=0.2127 .$$

Collecting terms and setting $f=Z$,

$$E(\zeta)=\frac Z2\zeta^2-\left(\frac{11}{16}Z^2+KZ^{4/3}\right)\zeta .$$

The coefficient of $\zeta^2$ is positive, so the zero of $dE/d\zeta$ is a minimum:

$$\zeta=\frac{11}{16}Z+KZ^{1/3},\qquad E=-\frac Z2\zeta^2 .$$

The mean radius is $\int ru^2dr=4\zeta^3\cdot6/(2\zeta)^4=3/(2\zeta)$.

The orbital energy is estimated by averaging the one-electron Hamiltonian over $u$. The Hartree potential satisfies $\int nv_H\,d^3r=2E_H$, because $E_H$ counts each pair once. The exchange potential is $v_x=d(ne_x)/dn=\frac43e_x$, because $ne_x\propto n^{4/3}$. Dividing these contributions by $f$ gives

$$\varepsilon\simeq\frac{\zeta^2}{2}-Z\zeta+\frac58f\zeta-\frac43Kf^{1/3}\zeta .$$

For $Z=1.25$, $\zeta=0.8594+0.2292$, which is $1.0885$ when summed before rounding. Hence $E=-0.7406$ hartree, or $-20.15$ eV, and $\varepsilon=-6.81$ eV. The radius is $1.378$ bohr, or 0.729 Å.

In this model a very small $Z$ makes the exchange term dominate $\zeta$, since $Z^{1/3}$ falls more slowly than $Z$. Without exchange, $\zeta=11Z/16$, so $\varepsilon=\frac12\zeta^2-\frac38Z\zeta\propto Z^2$, as for one electron bound to a charge $Z$, while $E=-\frac Z2\zeta^2\propto Z^3$ because the atom holds $f=Z$ electrons. Exchange removes both power laws: as $Z\to0$, $\zeta\to KZ^{1/3}$, so $E\to-\frac12K^2Z^{5/3}$ and $\varepsilon\to\left(\frac12-\frac43\right)K^2Z^{2/3}=-\frac56K^2Z^{2/3}$.

## Self-consistent solution

The trial shape is now released and correlation restored. The energy is

$$E=f\int\left(\frac12u'^2-\frac Zr u^2\right)dr+E_H+\int n e_{xc}(n)\,d^3r,
\qquad n=\frac{fu^2}{4\pi r^2}.$$

Subtract $f\varepsilon(\int u^2dr-1)$ to enforce normalization. A change $\delta u$ gives $\delta n=2fu\,\delta u/(4\pi r^2)$, while $\delta E_H=\int v_H\delta n\,d^3r$ and $\delta E_{xc}=\int v_{xc}\delta n\,d^3r$, with $v_{xc}=d(ne_{xc})/dn$. After one integration by parts, stationarity becomes

$$2f\int\delta u\left[-\frac12u''+\left(-\frac Zr+v_H+v_{xc}-\varepsilon\right)u\right]dr=0 .$$

Since $\delta u$ is arbitrary between its fixed ends,

$$\left[-\frac12\frac{d^2}{dr^2}-\frac Zr+v_H+v_{xc}\right]u=\varepsilon u .$$

For a spherical potential $\nabla^2v_H=(rv_H)''/r$. Poisson's equation $\nabla^2v_H=-4\pi n$ therefore reads

$$(rv_H)''=-\frac{fu^2}{r},\qquad rv_H\to0\ (r\to0),\quad rv_H\to f\ (r\to\infty).$$

Correlation uses the Perdew-Wang form for the unpolarized uniform electron gas. With $r_s=(3/4\pi n)^{1/3}$,

$$e_c=-2A(1+\alpha r_s)\ln\left(1+\frac1Q\right),$$
$$Q=2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2).$$

The parameters are $A=0.031091$, $\alpha=0.21370$ and $\beta_{1,\ldots,4}=7.5957,\,3.5876,\,1.6382,\,0.49294$. Because $n\,d/dn=-(r_s/3)\,d/dr_s$, the potential is $v_c=e_c-(r_s/3)\,de_c/dr_s$.

To solve the equations, find the lowest orbital in a trial potential, compute its $v_H+v_{xc}$, mix half of this with half of the old potential, and repeat until $\varepsilon$ settles. A Chebyshev grid out to 40 bohr gives:

| $Z$ | $\varepsilon$ (eV) | $E$ (eV) | mean radius (Å) |
|---|---|---|---|
| 0.50 | −2.956 | −2.149 | 1.458 |
| 0.75 | −4.556 | −5.819 | 1.098 |
| 1.00 | −6.353 | −12.127 | 0.886 |
| 1.25 | −8.348 | −21.747 | 0.745 |
| 1.50 | −10.542 | −35.346 | 0.644 |

The numerical check tests these energies against a separate Gaussian-basis calculation. The last digits belong to the Perdew-Wang fit: the Perdew-Zunger fit of the same electron-gas correlation shifts $\varepsilon$ and $E$ by up to 6 meV, and the Vosko-Wilk-Nusair fit by up to 4 meV.

The total energy is not $f\varepsilon$. Averaging the orbital equation gives $f\varepsilon=T+E_{ne}+2E_H+\int nv_{xc}d^3r$, so

$$E=f\varepsilon-E_H+\int n(e_{xc}-v_{xc})\,d^3r .$$

For $Z=1.25$, in eV, this is $-10.436-14.354+(-9.960+13.002)=-21.748$, equal to the tabulated value within rounding.

The scaling argument also supplies a condition on the full solution. Replace $n(\mathbf r)$ by $\lambda^3n(\lambda\mathbf r)$. Then $E_{xc}$ becomes $\int n\,e_{xc}(\lambda^3n)d^3r$, whose derivative at $\lambda=1$ is $3\int n^2e_{xc}'d^3r=3\int n(v_{xc}-e_{xc})d^3r$. Since $E$ is stationary,

$$2T+E_{ne}+E_H+3\int n(v_{xc}-e_{xc})\,d^3r=0 .$$

For $Z=1.25$, the terms are $41.830-47.056+14.354-9.128=0.000$ eV.

Finally, vary $f$ at fixed $Z$. The response of $u$ does not contribute to first order, because $E$ is stationary under changes that preserve its norm. The explicit change $\delta n=u^2\delta f/(4\pi r^2)$ gives Janak's relation $\partial E/\partial f=\varepsilon$. If $Z$ changes together with $f$, the attraction adds $-f\int u^2/r\,dr$:

$$\left.\frac{dE}{dZ}\right|_{f=Z}=\varepsilon-Z\int\frac{u^2}{r}dr .$$

At $Z=1.25$ the right side is $-8.35-37.64=-45.99$ eV, and a finite difference of total energies gives the same value to these digits.

## Comparison

Solving the radial equation without correlation separates the error of the trial shape from the omission of correlation. Total energies in eV are:

| $Z$ | estimate | solved, exchange only | full LDA |
|---|---|---|---|
| 0.50 | −1.788 | −1.788 | −2.149 |
| 0.75 | −5.128 | −5.136 | −5.819 |
| 1.00 | −11.027 | −11.062 | −12.127 |
| 1.25 | −20.152 | −20.251 | −21.747 |
| 1.50 | −33.165 | −33.378 | −35.346 |

Relative to the exchange-only solution, the shape error is at most 0.64%. The estimate lies above that solution because it minimizes the same energy over a smaller set of orbitals. Relative to full LDA, the error is 17% at $Z=0.5$ and 6% at $Z=1.5$; most of it comes from correlation.

The orbital energy is less forgiving. At $Z=1.5$ the estimate is $-8.67$ eV, the exchange-only solution $-9.26$ eV and full LDA $-10.54$ eV. The shape error is now 6.4% of the exchange-only value. An error in $u$ enters the minimized total energy at second order, because $E$ is stationary at the solution, but it can enter this orbital average at first order: the potential $v_H+v_x$ in the average is itself built from $u$, and its change adds $\int u^2\,\delta(v_H+v_x)\,dr$, which need not vanish.

The estimated radius is 1.55 Å at $Z=0.5$, above the LDA value, and 0.62 Å at $Z=1.5$, below it. These differences combine trial shape and missing correlation, which the radii listed here do not separate.

The case $Z=1$ can be compared with an exact result. The difference measures the LDA together with the spin-unpolarized convention, since a single real electron is fully spin-polarized. One electron has no repulsion from itself, so the exact non-relativistic energy is $-1/2$ hartree, or $-13.606$ eV. Spin-unpolarized LDA gives $-12.127$ eV. Its orbital energy, $-6.353$ eV, is the derivative $\partial E/\partial f$ and must not be read as the energy needed to remove the whole electron.

Along the series, a larger $Z$ gives a deeper and more compact orbital. The cation supplies fewer electrons to its bond and receives the more attractive partner. For a norm-conserving pseudopotential, the calculated $\varepsilon$, the orbital outside a chosen cutoff radius and the charge inside it are the reference data to preserve. The unscreened potential must approach $-Z/r$ with the same fractional $Z$, since otherwise the added atom would no longer be neutral.

## Calculated quantities

```
Clusters used in electron count: 9
III-V charges, cation and anion (e): 1.25 0.75
II-VI charges, cation and anion (e): 1.50 0.50
Model cluster cations, anions: 13 4
Host bonds, cation broken, anion broken: 16 36 0
Model cation, anion, H energies (eV): 1.0 -1.0 0.0
Model bond, intra-atomic couplings (eV): 4.0 1.0
Levels below gap: 52
Electrons with fractional H: 104
Electrons with ordinary H: 95
Valence top, conduction bottom (eV): -3.123 2.112
Weyl bounds on these edges (eV): -2.531 0.531
Levels inside that gap without H: 36
Hartree (eV), Bohr radius (angstrom): 27.211386 0.529177
LDA atoms: Z, eps (eV), E (eV), mean radius (angstrom)
  0.50 -2.9560 -2.1490 1.4579
  0.75 -4.5559 -5.8189 1.0975
  1.00 -6.3527 -12.1272 0.8855
  1.25 -8.3484 -21.7469 0.7446
  1.50 -10.5423 -35.3456 0.6435
Largest Gaussian-basis difference (eV): 8.4e-06
Energy terms for Z = 1.25 (eV):
  kinetic: 20.9148
  nuclear attraction: -47.0560
  Hartree: 14.3540
  exchange-correlation: -9.9598
  integral n*vxc: -13.0023
  f*eps: -10.4355
Z=0.50 dE/df, eps (eV): -2.9560 -2.9560
Z=0.50 neutral dE/dZ, formula (eV): -10.3069 -10.3062
Z=1.25 dE/df, eps (eV): -8.3485 -8.3484
Z=1.25 neutral dE/dZ, formula (eV): -45.9939 -45.9932
Exchange coefficient K (dimensionless): 0.212742
Exchange only: Z, zeta*a0, E trial, E solved,
  eps trial, eps solved (energies in eV)
  0.50 0.5126 -1.7875 -1.7878 -2.1807 -2.1870
  0.75 0.7089 -5.1282 -5.1359 -3.5593 -3.6225
  1.00 0.9002 -11.0265 -11.0624 -5.1084 -5.2858
  1.25 1.0885 -20.1522 -20.2513 -6.8139 -7.1679
  1.50 1.2748 -33.1651 -33.3778 -8.6657 -9.2621
```
